Why superconductivity raises the tunnel splitting of oxygen-trapped hydrogen in niobium

**Q:** I measure hydrogen trapped beside oxygen in niobium. At one low temperature the tunnel splitting is larger in the superconducting state than in the normal state, which I restore with a magnetic field. The lattice is the same. What changes?

**A:** The electrons change. The proton tunnels between two equivalent sites, L and R, and conduction electrons screen it differently at each. To tunnel, the proton must take its screening cloud along, and the mismatch between the two clouds reduces the tunnelling amplitude. In a normal metal part of the mismatch consists of electron-hole pairs of low energy. The superconducting gap forbids those pairs, the two electron states become more alike, and the amplitude is reduced less.

In symbols, with ħ = 1,

H = −(J0/2)(|L⟩⟨R| + |R⟩⟨L|) + H_el + V_L|L⟩⟨L| + V_R|R⟩⟨R|.

J0 is the splitting without conduction-electron dressing. It already contains the phonon dressing, which I take to be the same in both states. V_L and V_R are the electron potentials of the proton at the two sites. I assume that the field you apply changes neither J0 nor the coupling to normal electrons.

**Q:** Show me that a mismatch of the clouds reduces the splitting.

**A:** Suppose first that every electronic excitation costs much more than J0. The electrons then stay in their ground state |g_L⟩ or |g_R⟩ for the current proton position. By symmetry the states |L⟩|g_L⟩ and |R⟩|g_R⟩ have equal energy, and the matrix element between them is −(J0/2)⟨g_L|g_R⟩. Two degenerate states coupled by −a split by 2a, so

J = J0 S,  S = |⟨g_L|g_R⟩|.

A small many-electron calculation tests this. On a six-site ring with hopping 1, BCS pairing 0.5, a scatterer of strength 1 on either of two neighbouring sites, and J0 = 0.02, full diagonalization gives J/J0 = 0.91121. The separately computed overlap is also 0.91121.

To find S for weak coupling, write O = V_L − V_R, so that the potentials are their mean plus or minus O/2. Let |n⟩ be the excited electron states in the mean potential, with energies ω_n and matrix elements O_n = ⟨n|O|0⟩. First-order perturbation theory gives, before normalization,

|g_L⟩ = |0⟩ − Σ (O_n/2ω_n)|n⟩,
|g_R⟩ = |0⟩ + Σ (O_n/2ω_n)|n⟩.

With x = Σ|O_n|²/4ω_n², the normalized overlap is

S = (1 − x)/(1 + x) ≈ 1 − 2x = 1 − ½ Σ|O_n|²/ω_n².

For weak coupling the many pair excitations act as independent oscillators, displaced one way or the other by the proton. Their overlaps multiply, which turns the last expression into an exponential:

−ln S = ½ Σ|O_n|²/ω_n².

In a normal metal the number of electron-hole pairs of energy ω grows in proportion to ω. This defines the dimensionless coupling K:

Σ|O_n|² δ(ω − ω_n) = 2Kω R(ω),

with R = 1 in the normal state. Therefore

−ln S = K ∫ R(ω) dω/ω.

**Q:** For R = 1 that integral diverges at small ω. Does the proton stop tunnelling in a normal metal?

**A:** Not at the weak coupling considered here. The divergence says that the assumption of fast electrons has failed: a pair with energy below J cannot follow a proton that oscillates at frequency J. We need the energy shift without that assumption.

Let σz = +1 on L and −1 on R. The proton term is −(J/2)σx and the coupling is ½σz O. The lower proton state has energy −J/2, the upper +J/2, and σz takes one into the other. In second order their shifts are

lower: −¼ Σ|O_n|²/(ω_n + J),
upper: −¼ Σ|O_n|²/(ω_n − J).

The change of splitting is upper minus lower:

δJ = −¼ Σ|O_n|² [1/(ω_n − J) − 1/(ω_n + J)]
  = −¼ Σ|O_n|² · 2J/(ω_n² − J²).

Inserting the pair spectrum,

δJ/J = −K P∫ R(ω) ω dω/(ω² − J²),

where P denotes the principal value. For ω ≫ J the integrand is R/ω, as in the overlap. For ω < J its sign is reversed, so those pairs raise J.

In the normal metal, with an upper cutoff ω_c ≫ J,

P∫₀^ω_c ω dω/(ω² − J²) = ½ ln[(ω_c² − J²)/J²] ≈ ln(ω_c/J).

The logarithm ends at J itself. If we include the fast pairs shell by shell, each shell of width dω lowers ln J by K dω/ω, and the process stops at the already reduced splitting J_n:

J_n = J0 (J_n/ω_c)^K.

Collecting powers of J_n gives J_n^(1−K) = J0 ω_c^(−K), hence

J_n = J0 (J0/ω_c)^(K/(1−K)).

This is finite. The constant beside the logarithm is fixed here to leading order in K.

**Q:** So are the lowest-energy pairs the ones that matter?

**A:** No. "Low energy" means low compared with 2Δ, the cost of a pair in the superconductor, where Δ is the gap parameter. The important pairs lie between about J and 2Δ. To see this, cut the normal spectrum off sharply below 2Δ and leave the rest alone. The change of ln J is then

K P∫₀^2Δ ω dω/(ω² − J²) = (K/2) ln|4Δ²/J² − 1|.

For 2Δ ≫ J this is K ln(2Δ/J), an increase. For 2Δ < √2 J it is negative: in this truncated model, removing only very slow pairs would lower the splitting. Niobium is in the first regime, with 2Δ about fifteen times J.

**Q:** A superconductor does not just delete states. They pile up at the gap edge. Does that spoil the argument?

**A:** It weakens the increase without reversing it here. We need R above 2Δ, including the interference between the two ways of making a pair of quasiparticles. Write

c_k↑ = u_k a_k↑ + v_k a†_−k↓,
c_−k↓ = u_k a_−k↓ − v_k a†_k↑,

where a destroys a quasiparticle, u² = ½(1 + ξ/E), v² = ½(1 − ξ/E), uv = Δ/2E and E² = ξ² + Δ². The spin-up part of O contributes O_kk' u_k v_k' to the creation of the pair a†_k↑ a†_−k'↓. The spin-down part contributes −O_−k',−k u_k' v_k with the operators in reverse order; exchanging them changes the sign to plus. A scalar potential is unchanged by time reversal, so O_−k',−k = O_kk'. The amplitudes add, and

(u_k v_k' + v_k u_k')² = ½(1 − ξξ'/EE' + Δ²/EE').

I take |O_kk'|² and the density of states as constant near the Fermi energy. The ξξ' term then cancels between positive and negative ξ. With the density-of-states factors E/√(E² − Δ²) and E' = ω − E,

R(ω) = (1/ω) ∫_Δ^(ω−Δ) dE (EE' + Δ²)/[√(E² − Δ²) √(E'² − Δ²)]

for ω > 2Δ, and R = 0 below. For Δ → 0 it returns to 1.

At threshold both energies approach Δ. The numerator becomes 2Δ² and the factors √(E + Δ)√(E' + Δ) become 2Δ. The remaining integral of 1/√[(E − Δ)(ω − Δ − E)] is π. Hence

R(2Δ) = (1/2Δ)(2Δ²/2Δ)π = π/2 = 1.571.

Further up, R is 1.211 at 4Δ and 1.051 at 10Δ, so the excess fades with energy.

**Q:** How much does this excess cost in total?

**A:** The total is the integral of (R − 1)/ω above 2Δ, and it has a closed form. Use a soft cutoff e^(−ωτ₀) with τ₀ → 0, and define

D(τ) = ∫ ωR(ω) e^(−ωτ) dω.

This separates into integrals over E and E'. Put E = Δ cosh a, so that dE/√(E² − Δ²) = da. The integrals are then the modified Bessel functions of the second kind, which I call B₀ and B₁ to keep K for the coupling:

D(τ) = Δ²[B₀²(Δτ) + B₁²(Δτ)].

Since ∫_τ₀^∞ (τ − τ₀)e^(−ωτ) dτ = e^(−ωτ₀)/ω², we have, with x = Δτ and x₀ = Δτ₀,

∫ R e^(−ωτ₀) dω/ω = ∫_x₀^∞ (x − x₀)(B₀² + B₁²) dx.

The rules B₀' = −B₁ and B₁' = −B₀ − B₁/x give

d(xB₀B₁)/dx = B₀B₁ − xB₁² − xB₀² − B₀B₁ = −x(B₀² + B₁²).

The part with x therefore equals x₀B₀(x₀)B₁(x₀). For small x₀, B₁ ≈ 1/x₀ and B₀ ≈ ln(2/x₀) − γ, where γ is Euler's constant, so this part tends to ln(2/x₀) − γ. In the part with −x₀, the leading term B₁² ≈ 1/x² gives −x₀ · (1/x₀) = −1, and the rest vanishes with x₀. Thus

superconductor: ln(2/Δτ₀) − γ − 1.

The normal spectrum restricted to ω > 2Δ gives

∫_2Δ^∞ e^(−ωτ₀) dω/ω → −ln(2Δτ₀) − γ.

Subtracting,

∫_2Δ^∞ (R − 1) dω/ω = ln 2 − 1 + ln 2 = ln 4 − 1 = 0.386.

**Q:** Then what is the ratio of the two splittings?

**A:** In the superconductor all pairs have ω ≥ 2Δ ≫ J, so the fast-electron result applies:

ln J_s = ln J0 − K[ln(ω_c/2Δ) + ln 4 − 1].

In the normal state,

ln J_n = ln J0 − K ln(ω_c/J_n).

J0 and ω_c drop out of the difference:

ln(J_s/J_n) = K[ln(2Δ/J_n) − (ln 4 − 1)] = K ln(eΔ/2J_n),

J_s/J_n = (eΔ/2J_n)^K,

with e = 2.718. The result holds to leading order in K, for J ≪ 2Δ ≪ ω_c, kT ≪ J, equal wells, an isotropic gap, and pairing that the proton leaves undisturbed.

**Q:** Put in numbers for my samples.

**A:** Take round values in the rough regime of niobium: J_n = 0.2 meV, Δ = 1.5 meV, K = 0.05 and T = 0.2 K. Then

eΔ/2J_n = 2.718 × 1.5/0.4 = 10.19,
ln(J_s/J_n) = 0.05 × ln 10.19 = 0.116,
J_s/J_n = 1.123,
J_s = 1.123 × 0.2 meV = 0.225 meV.

The increase is 0.025 meV, or about 6 GHz. The missing pairs alone contribute 0.05 × ln 15 = +0.135 to the logarithm. The pile-up contributes −0.05 × 0.386 = −0.019. It takes back about one seventh of the gain.

The small exponent explains why a fifteenfold ratio of energies produces a change of only 12%. It also makes the result insensitive to the gap: a gap larger by 10% raises ln J_s by 0.05 × ln 1.1 = 0.005.

**Q:** You replaced electrons by oscillators and kept leading orders. What supports the constant e/2?

**A:** A calculation with BCS electrons on a ring, which uses neither the oscillators nor the integral over R. The ring has N = 402 sites, hopping 1 and a half-filled band. A scatterer of strength v = 0.1 sits on one of two neighbouring sites, and S is computed from the two ground states.

First we need K. A matrix element of O between plane waves has squared size (v²/N²)|e^(iq) − 1|², where q is the momentum change. It vanishes for forward scattering and is 4v²/N² for each of the two backscattering processes, a sum of 8v²/N². The Fermi velocity is 2, so each Fermi point has N/4π states per unit energy. Per spin the pair spectrum is (8v²/N²)(N/4π)²ω = v²ω/2π². Two spins give v²ω/π² = 2Kω, so K = v²/2π² = 5.07 × 10⁻⁴. The growth of −ln S with ring size in the normal state, from 102 to 402 sites, gives 5.06 × 10⁻⁴. Its dependence on the gap, between Δ = 0.05 and 0.10, gives 5.17 × 10⁻⁴, which is 2% above the golden-rule value.

For the constant, note that the finite normal ring has pair energies nδ with δ = 4π/N, and n combinations at each. Hence −ln S = K Σ 1/n ≈ K[ln(ω_c/δ) + γ]. The superconducting value is K ln(2ω_c/eΔ), by the integral above. Their difference divided by K should be

ln(e^(1+γ) Δ/2δ) = 1.354 for Δ = 0.05.

The ring gives 1.360. Without the pile-up the prediction would have been larger by 0.386, so the ring clearly requires it.

**Q:** That tests the overlap. Is the oscillation in the normal metal tested too?

**A:** Yes, within the oscillator description of the electrons. I diagonalized the two-level system with discretized baths that have the two pair spectra. The cutoff was 20 meV, and J0 = 0.2 × (20/0.2)^0.05 = 0.252 meV was used for both. The fitted normal oscillation frequency is 0.199 meV and the superconducting splitting is 0.225 meV. Their ratio is 1.128, against 1.123 from the formula. Doubling the cutoff, with J0 readjusted to keep the predicted J_n fixed, gives 1.127.

The logarithms of the ratios differ by 0.004 to 0.005, depending on how many bath quanta are kept. About 0.001 of this comes from the cutoff, which drops the pile-up above 20 meV; at 40 meV this part falls to 0.0003, in line with the change on doubling the cutoff. The rest lies in the normal frequency, which is 0.3 to 0.4% below 0.2 meV. Terms of order K² = 0.0025 are omitted from the formula and could account for a difference of this size, but I have not derived them here.

**Q:** My normal-state line is also broader. Could reduced damping by itself explain the shift?

**A:** No. Damping and shift come from the same coupling but from different pairs. Damping needs real pairs of energy J; the shift comes from virtual pairs over the whole range up to 2Δ and beyond. At T = 0 the golden rule gives the decay rate of the upper state as

2π · ¼ · 2KJ_n = πKJ_n.

The oscillation amplitude decays at half this rate, πKJ_n/2 = 0.0157 meV. The bath calculation gives 0.0164 to 0.0165 meV, depending on how many bath quanta are kept. The full width of the line is twice the amplitude rate, about 0.03 meV, slightly more than the shift. But in an oscillator of fixed natural frequency J_n, this damping alone would lower the oscillation frequency by only about 0.0157²/(2 × 0.2) = 0.0006 meV, far less than the shift of 0.025 meV. In the superconductor at T = 0 the proton cannot create a pair, because J < 2Δ, and this damping vanishes.

**Q:** Should I then see the splitting jump when I cool through the transition, near 9 K?

**A:** No jump is expected from this mechanism. In zero field the gap opens continuously from zero at the transition, and the formula above is for low temperature. The normal line is also very broad there. Thermal electrons can both absorb and supply the energy J. With f the Fermi function, the number of transitions taking up energy w is

∫ f(E)[1 − f(E + w)] dE = w/(1 − e^(−w/kT)).

Adding the values for w = J and w = −J gives J coth(J/2kT), so the amplitude decay rate becomes

(πK/2) J coth(J/2kT).

At 9 K, kT ≫ J and the rate is close to πK kT = 0.12 meV, almost independent of J. The normal splitting is no longer 0.2 meV there: thermal pairs end the logarithm at an energy of order kT instead of J, and the factor 1 + 2n introduced below gives about 0.23 meV, already close to J_s. The full width, about 0.24 meV, slightly exceeds this splitting. The golden rule is only an estimate at such damping, but it shows why the two states should be compared well below the transition.

At 0.2 K, kT = 0.017 meV and the thermal correction is small. Thermal pairs multiply the normal spectrum by 1 + 2n, with n = 1/(e^(ω/kT) − 1). For kT ≪ J the added term has ω ≪ J, so

δ ln J_n ≈ (2K/J²) ∫₀^∞ ωn dω = K(π²/3)(kT/J)² ≈ 0.001.

This is about 1% of the logarithm we are explaining.

**Q:** How closely does the model match real niobium, and what would upset it?

**A:** As rough values, niobium becomes superconducting near 9 K and has a gap parameter near 1.5 meV. Neutron spectroscopy finds a splitting of roughly 0.2 meV for the trapped hydrogen and an increase of roughly a tenth in the superconducting state. The model has the right sign and size, but J_n and K were put in, not computed for niobium, so this is no precise test of K.

Real crystals break the assumption of equal wells, because strain from other defects shifts one site against the other. For a fixed energy difference ε the level separation is √(J² + ε²). With ε = 0.05 meV, and J_n and J_s held at their values above, the ratio falls from 1.123 to

√(0.2246² + 0.05²)/√(0.2² + 0.05²) = 1.116.

Holding J_n fixed is itself an approximation. With unequal wells the normal-state logarithm ends at the level separation instead of at J_n, which lowers the ratio slightly further, to about 1.115.

When ε is much larger than J, the separation is mostly ε and hardly responds to the electrons, so strongly strained sites would hide the effect. The finite value of J/2Δ matters far less: it changes ln J_s by about −0.0002.

Numbers as computed

```
INPUTS (round model values)
normal splitting J_n            0.200 meV
gap parameter                   1.500 meV
pair threshold 2*gap            3.000 meV
coupling K                      0.050 (no unit)
temperature                     0.20 K
thermal energy kT               0.0172 meV
RESULT
e*gap/(2*J_n)                   10.194 (no unit)
gain from missing pairs, ln     0.1354
loss from pile-up, ln           0.0193
net ln(J_s/J_n)                 0.1161
ratio J_s/J_n                   1.1231
superconducting splitting J_s   0.2246 meV
increase J_s-J_n                0.0246 meV
increase as frequency           5.95 GHz
PAIR SPECTRUM
R at threshold                  1.5708
R at 4*gap                      1.2111
R at 10*gap                     1.0505
pile-up integral                0.38629
ELECTRON OVERLAPS ON A RING (hopping = 1)
K, golden rule                  5.0661e-04
K, normal size dependence       5.0572e-04
K, gap dependence               5.1703e-04
overlap gain / K, computed      1.3597
overlap gain / K, formula       1.3538
six sites: splitting/J0         0.91121
six sites: overlap              0.91121
BATH DIAGONALIZATION
cutoff wc                       20.0 meV
bare splitting J0               0.2518 meV
normal splitting                0.1992 meV
superconducting splitting       0.2248 meV
ratio                           1.1282
ratio with doubled cutoff       1.1274
J_n shift, coarser modes        3.4e-05 meV
J_s shift, one more quantum     -1.6e-07 meV
normal decay rate, computed     0.0164 meV
normal decay rate, formula      0.0157 meV
NEGLECTED EFFECTS
thermal change of ln J_n        1.3e-03
finite J/(2*gap), ln J_s        -1.5e-04
10% larger gap, ln J_s          0.0048
well asymmetry assumed          0.050 meV
level-separation ratio then     1.1162
normal decay rate at 9 K        0.1225 meV
```
